# Periodic images of a polar layer: asymptotics of the LO-TO splitting: a numerical check

```python
"""Periodic images of a thin polar layer and the LO-TO splitting.

Result under test, for in-plane wavevector q and layer period L:
    w_LO^2 = w_TO^2 + S*y/(1 + r*y),   y = q*coth(q*L/2)
An isolated layer has y = q.  For q -> 0 the periodic result becomes the
three-dimensional LO-TO splitting of the supercell, 2*S/(L + 2*r).
    S = Z^2 e^2/(2 eps0 M A): Z effective charge, M reduced mass, A cell area
    r = (in-plane sheet polarizability)/(2 eps0), a length
Lengths are in nm, wavevectors in 1/nm, frequencies in cm^-1.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

charge_number = 2.0
area_nm2 = 0.10
mass_u = 10.0
omega_to = 800.0
r = 1.0
L = 2.0

wavenumber_unit = 2 * np.pi * const.c * 100.0       # rad/s per cm^-1
mass = mass_u * const.atomic_mass
S_si = (charge_number * const.e)**2 / (
    2 * const.epsilon_0 * mass * area_nm2 * 1e-18)
S = S_si * 1e9 / wavenumber_unit**2                 # cm^-2 nm


def coth(x):
    return 1.0 / np.tanh(x)


def screened(y):
    return y / (1 + r * y)


def omega_lo(y):
    return np.sqrt(omega_to**2 + S * screened(y))


def image_sum(q, period, phase=0.0):
    """Explicit sum over images, excluding the layer itself."""
    count = int(np.ceil(45.0 / (q * period)))
    n = np.arange(1, count + 1)
    return 2 * np.sum(np.exp(-q * period * n) * np.cos(n * phase))


def dipole_layer_field(q, height):
    """Longitudinal and transverse fields of a unit square dipole lattice.

    Units: lattice constant 1 and 4*pi*eps0 = 1.  A smooth flat-topped
    window ends the sum far from the observation point.
    """
    n = np.arange(-320, 321, dtype=float)
    x, y = np.meshgrid(n, n, indexing="ij")
    rho2 = x**2 + y**2
    dist2 = rho2 + height**2
    weight = np.exp(-(rho2 / 200.0**2)**4) * np.cos(q * x) / dist2**2.5
    return (np.sum((3*x**2 - dist2) * weight),
            np.sum((3*y**2 - dist2) * weight))


def poisson_response(q, period, sigma, kz=0.0, perpendicular=0.0, mmax=300):
    """Screened y from Poisson's equation for a Gaussian layer.

    sigma is the layer width; perpendicular is the ratio of out-of-plane
    to in-plane electronic susceptibility.
    """
    G = 2 * np.pi * np.arange(-mmax, mmax + 1) / period
    k = G + kz
    profile = np.exp(-0.5 * (G * sigma)**2) / period
    difference = G[:, None] - G[None, :]
    chi = 2 * r * np.exp(-0.5 * (difference * sigma)**2) / period
    matrix = (q**2 + perpendicular * np.outer(k, k)) * chi
    matrix += np.diag(q**2 + k**2)
    scale = 1 / np.sqrt(np.diag(matrix))
    scaled_matrix = matrix * np.outer(scale, scale)
    potential = scale * np.linalg.solve(scaled_matrix, scale * profile)
    return 2 * q**2 * period * np.dot(profile, potential)


# Field of one image layer from its individual point dipoles.
dipole_q = 0.5
dipole_results = []
for height in (3.0, 4.0):
    longitudinal, transverse = dipole_layer_field(dipole_q, height)
    expected = -2 * np.pi * dipole_q * np.exp(-dipole_q * height)
    assert abs(longitudinal / expected - 1) < 2e-5
    assert abs(transverse) < 1e-5
    dipole_results.append((height, longitudinal, expected, transverse))

# Image sums, including a phase between neighbouring layers.
for q in (0.02, 0.3, 1.0, 4.0):
    assert abs(1 + image_sum(q, L) - coth(q * L / 2)) < 1e-9
    for phase in (0.4, 2.0):
        closed = np.sinh(q*L) / (np.cosh(q*L) - np.cos(phase))
        assert abs(1 + image_sum(q, L, phase) - closed) < 1e-9
assert abs(image_sum(4.0, L) / (2 * np.exp(-4.0 * L)) - 1) < 1e-3
small_q = 0.05
small_excess = small_q * (1 + image_sum(small_q, L)) * L / 2 - 1
assert abs(small_excess / ((small_q * L)**2 / 12) - 1) < 1e-3

# Plane-wave sums with and without truncation at |z| = L/2.
m = np.arange(-1000000, 1000001)
G = 2 * np.pi * m / L
sign = 1.0 - 2.0 * (m % 2)
kernel_results = []
for q in (0.1, 1.0):
    terms = 2 * q / (L * (q**2 + G**2))
    full = np.sum(terms)
    cut = np.sum(terms * (1 - sign * np.exp(-q * L / 2)))
    # The omitted plane-wave tail is of order 1e-7 here.
    assert abs(full - (1 + image_sum(q, L))) < 2e-6
    assert abs(cut - 1) < 2e-6
    kernel_results.append((q, full, cut))

# Highest mode of a finite stack with mutual electronic screening.
layers = 600
stack_q = 0.5
index = np.arange(layers)
coupling = stack_q * np.exp(
    -stack_q * L * np.abs(index[:, None] - index[None, :]))
response = np.linalg.solve(np.eye(layers) + r * coupling, coupling)
stack_top = np.linalg.eigvalsh((response + response.T) / 2)[-1]
stack_formula = screened(stack_q * coth(stack_q * L / 2))
# The finite stack has a residual error of order 1/layers^2.
assert abs(stack_top / stack_formula - 1) < 5e-4

# Thin-layer limit of the full electrostatic problem.
test_q = 1.0
thick = poisson_response(test_q, L, 0.04)
thin = poisson_response(test_q, L, 0.02)
sheet = screened(test_q * coth(test_q * L / 2))
extrapolated = 2 * thin - thick
assert abs(thin - sheet) < abs(thick - sheet)
assert 1.7 < (thick - sheet) / (thin - sheet) < 2.3
assert abs(extrapolated / sheet - 1) < 3e-3

# Three-dimensional limit, with an out-of-plane susceptibility as well.
plateau_results = []
for period in (2.0, 4.0, 8.0):
    numeric = poisson_response(0.02 / period, period, 0.04,
                               perpendicular=1.0)
    eps_cell = 1 + 2 * r / period
    volume = area_nm2 * period * 1e-27
    split_3d = (charge_number * const.e)**2 / (
        const.epsilon_0 * volume * mass * eps_cell) / wavenumber_unit**2
    assert abs(S * numeric / split_3d - 1) < 1e-3
    crossing = brentq(lambda q: screened(q) - numeric, 1e-5, 10)
    assert abs(crossing * period / 2 - 1) < 2e-3
    plateau_results.append((period, eps_cell, np.sqrt(split_3d),
                            np.sqrt(omega_to**2 + split_3d), crossing))

# Directional limit for a wavevector tilted from the layer normal.
tilt_results = []
for degrees in (30, 60, 90):
    theta = np.deg2rad(degrees)
    numeric = poisson_response(0.005*np.sin(theta), L, 0.04,
                               kz=0.005*np.cos(theta))
    formula = 2*np.sin(theta)**2 / (L + 2*r*np.sin(theta)**2)
    assert abs(numeric / formula - 1) < 1e-3
    tilt_results.append((degrees, np.sqrt(omega_to**2 + S * numeric)))

# Initial slope of the isolated branch.
step = 1e-5
slope = (omega_lo(step) - omega_lo(0.0)) / step
assert abs(slope / (S / (2 * omega_to)) - 1) < 1e-4

# Period required for a one-percent error of the kernel.
target = 0.01
period_results = []
for q in (0.1, 0.5):
    needed = brentq(lambda p: image_sum(q, p) - target, 1/q, 20/q)
    assert abs(needed * q / np.log(1 + 2 / target) - 1) < 1e-8
    F = 1 + image_sum(q, needed)
    split_error = screened(q * F) / screened(q) - 1
    assert abs(split_error / ((F - 1)/(1 + r*q*F)) - 1) < 1e-8
    period_results.append((q, needed, 100 * split_error))

print(f"Z = {charge_number:.1f}; A = {area_nm2:.2f} nm^2; M = {mass_u:.1f} u")
print(f"w_TO = {omega_to:.1f} cm^-1; r = {r:.1f} nm; L = {L:.1f} nm")
print(f"S = {S:.1f} cm^-2 nm")
print(f"isolated slope at Gamma = {slope:.2f} cm^-1 nm")
print("Dipole lattice: qa = 0.5; height/a, field, formula, transverse")
print("(fields in p/(4 pi eps0 a^3))")
for h, field, formula, trans in dipole_results:
    print(f"{h:.1f}  {field:.6f}  {formula:.6f}  {trans:.1e}")
print("q (1/nm), qL, image sum, 2exp(-qL), isolated and periodic w_LO (cm^-1)")
for q in (0.02, 0.1, 0.25, 0.5, 1.0, 2.0, 4.0):
    images = image_sum(q, L)
    print(f"{q:.2f}  {q*L:.2f}  {images:.5f}  {2*np.exp(-q*L):.5f}  "
          f"{omega_lo(q):.2f}  {omega_lo(q*(1+images)):.2f}")
excess_at_one = 0.5 * (1 + image_sum(1/L, L)) - 1
print(f"y above its q=0 limit at qL=1: {100*excess_at_one:.2f} percent")
print("L (nm), eps_cell, sqrt(w_LO^2-w_TO^2), w_LO (cm^-1), crossing (1/nm)")
for period, eps, split, frequency, crossing in plateau_results:
    print(f"{period:.1f}  {eps:.3f}  {split:.2f}  {frequency:.2f}  {crossing:.4f}")
print("Angle from normal (degrees), limiting w_LO (cm^-1), L = 2 nm")
for degrees, frequency in tilt_results:
    print(f"{degrees:d}  {frequency:.2f}")
print("q (1/nm), kernel/isolated kernel: untruncated, truncated")
for q, full, cut in kernel_results:
    print(f"{q:.1f}  {full:.5f}  {cut:.5f}")
print(f"Stack of {layers} layers, q = {stack_q:.1f} 1/nm: screened y (1/nm)")
print(f"diagonalized {stack_top:.6f}; infinite-stack formula {stack_formula:.6f}")
print("Gaussian width (nm), screened y (1/nm), at q = 1 1/nm, L = 2 nm")
print(f"0.04: {thick:.6f}; 0.02: {thin:.6f}")
print(f"extrapolated to zero: {extrapolated:.6f}; sheet formula: {sheet:.6f}")
print("For 1% kernel error: q (1/nm), L (nm), squared-splitting error (%)")
for q, needed, error in period_results:
    print(f"{q:.1f}  {needed:.2f}  {error:.3f}")
print("done: every assertion held")
```

Printed output:

```
Z = 2.0; A = 0.10 nm^2; M = 10.0 u
w_TO = 800.0 cm^-1; r = 1.0 nm; L = 2.0 nm
S = 98412.9 cm^-2 nm
isolated slope at Gamma = 61.51 cm^-1 nm
Dipole lattice: qa = 0.5; height/a, field, formula, transverse
(fields in p/(4 pi eps0 a^3))
3.0  -0.700985  -0.700984  -4.8e-07
4.0  -0.425168  -0.425168  -8.8e-10
q (1/nm), qL, image sum, 2exp(-qL), isolated and periodic w_LO (cm^-1)
0.02  0.04  49.00667  1.92158  801.21  830.19
0.10  0.20  9.03331  1.63746  805.57  830.23
0.25  0.50  3.08299  1.21306  812.21  830.49
0.50  1.00  1.16395  0.73576  820.25  831.35
1.00  2.00  0.31304  0.27067  830.18  834.19
2.00  4.00  0.03731  0.03663  840.01  840.48
4.00  8.00  0.00067  0.00067  847.78  847.79
y above its q=0 limit at qL=1: 8.20 percent
L (nm), eps_cell, sqrt(w_LO^2-w_TO^2), w_LO (cm^-1), crossing (1/nm)
2.0  2.000  221.83  830.18  1.0000
4.0  1.500  181.12  820.25  0.5000
8.0  1.250  140.29  812.21  0.2500
Angle from normal (degrees), limiting w_LO (cm^-1), L = 2 nm
30  812.21
60  825.94
90  830.18
q (1/nm), kernel/isolated kernel: untruncated, truncated
0.1  10.03331  1.00000
1.0  1.31304  1.00000
Stack of 600 layers, q = 0.5 1/nm: screened y (1/nm)
diagonalized 0.519681; infinite-stack formula 0.519687
Gaussian width (nm), screened y (1/nm), at q = 1 1/nm, L = 2 nm
0.04: 0.559421; 0.02: 0.563496
extrapolated to zero: 0.567570; sheet formula: 0.567668
For 1% kernel error: q (1/nm), L (nm), squared-splitting error (%)
0.1  53.03  0.908
0.5  10.61  0.664
done: every assertion held
```
